# Growth Stress in an Adherent Oxide Scale Relaxed by Power-Law Creep

## 1. Definitions and conventions

A flat oxide scale of thickness $h(t)$ covers a metal plate. The axes $x$ and $y$ lie in the scale and $z$ is normal to it. Tensile stress and extension are positive. Growth puts the scale in compression, so the in-plane stresses are written

$$\sigma_{xx}=\sigma_{yy}=-s,\qquad \sigma_{zz}=0,\qquad s\ge 0. \tag{1}$$

The normal stress vanishes because the outer surface is free and the scale is flat. Regions near edges and cracks are excluded. A dot denotes a time derivative.

Most new oxide is added at a surface of the scale, but a small part forms inside it, for example where oxygen and metal meet in grain boundaries that run through the scale. This part pushes the existing oxide apart sideways. The model takes the resulting lateral strain rate as proportional to the thickening rate:

$$\dot\varepsilon^{\,g}_{xx}=\dot\varepsilon^{\,g}_{yy}=D\,\dot h . \tag{2}$$

The constant $D$ has the unit of inverse length. The strain rate is assumed uniform through the thickness. Equation (2) is a constitutive assumption; its microscopic origin is not derived here.

The oxide is elastically isotropic, with Young's modulus $E$ and Poisson's ratio $\nu$. In a uniaxial test it creeps at the rate $A\sigma^n$, with $n\ge1$. Temperature and grain size are fixed, so $A$ is constant. Strains are small, and $Dh\ll1$. Stress from cooling is not included.

## 2. Strain balance in an adherent scale

The plate is taken to be so thick and strong that it neither stretches nor creeps. An adherent scale then cannot change its lateral dimensions, and the elastic, creep and growth strain rates must cancel:

$$\dot\varepsilon^{\,e}_{xx}+\dot\varepsilon^{\,c}_{xx}+D\dot h=0 . \tag{3}$$

For the elastic part, Hooke's law with $\sigma_{zz}=0$ gives

$$\varepsilon^{\,e}_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}=-\frac{(1-\nu)s}{E}=-\frac{s}{M},\qquad M=\frac{E}{1-\nu}. \tag{4}$$

The creep law must be carried from uniaxial to biaxial loading. For isotropic creep that conserves volume, the von Mises flow rule is

$$\dot\varepsilon^{\,c}_{ij}=\tfrac32 A\,\sigma_e^{\,n-1}s_{ij},\qquad s_{ij}=\sigma_{ij}-\tfrac13\sigma_{kk}\delta_{ij},\qquad \sigma_e^2=\tfrac32 s_{ij}s_{ij}. \tag{5}$$

Its prefactor is fixed by the uniaxial test: there $\sigma_e=\sigma$ and the axial deviator is $2\sigma/3$, so the axial rate is $A\sigma^n$, as required.

For the stress (1), $\sigma_{kk}=-2s$. The deviators are therefore

$$s_{xx}=s_{yy}=-s+\tfrac23s=-\tfrac13s,\qquad s_{zz}=\tfrac23s,$$

and $\sigma_e^2=\tfrac32(\tfrac19+\tfrac19+\tfrac49)s^2=s^2$. Equation (5) gives

$$\dot\varepsilon^{\,c}_{xx}=-\tfrac12As^n,\qquad \dot\varepsilon^{\,c}_{zz}=+As^n. \tag{6}$$

The scale creeps inward along both lateral directions and outward along its normal. Each lateral direction carries half of the normal rate, which is the source of the factor $1/2$.

Inserting (4) and (6) in (3) gives $-\dot s/M-\tfrac12As^n+D\dot h=0$, or

$$\dot s=M\left[D\dot h-\tfrac12As^n\right]. \tag{7}$$

Growth loads the scale elastically, and creep unloads it.

## 3. Constant thickening rate: the steady state

If $\dot h$ is constant, setting $\dot s=0$ in (7) gives

$$s_q=\left(\frac{2D\dot h}{A}\right)^{1/n}. \tag{8}$$

The elastic modulus has dropped out: it affects how the steady state is reached, but not its stress. Doubling the thickening rate multiplies the stress by $2^{1/n}$, so a large creep exponent makes the stress insensitive to the growth rate.

To test stability, put $s=s_q+\eta$ with $|\eta|\ll s_q$. Since $s^n\approx s_q^n+ns_q^{n-1}\eta$, the constant terms in (7) cancel and

$$\dot\eta=-\frac{\eta}{\tau},\qquad \tau=\frac{2}{nMAs_q^{n-1}}=\frac{s_q}{nMD\dot h}. \tag{9}$$

The second form of $\tau$ uses $\tfrac12As_q^n=D\dot h$.

The two lateral stresses could also differ. Let $\delta=\sigma_{xx}-\sigma_{yy}$. Subtracting the strain balances for $x$ and $y$ removes the growth term. Hooke's law gives the elastic strain difference $(1+\nu)\delta/E$, while (5) gives the creep-rate difference $\tfrac32A\sigma_e^{n-1}\delta$. To first order $\sigma_e$ may be replaced by $s_q$, so

$$\dot\delta=-\frac{\delta}{\tau_\delta},\qquad \tau_\delta=\frac{2(1+\nu)}{3EAs_q^{n-1}}. \tag{10}$$

Both disturbances decay, and the equibiaxial state is stable.

Equation (6) also shows where the inserted oxide goes. At steady stress the normal creep rate is $As_q^n=2D\dot h$. Over the thickness $h$ this contributes $2Dh\,\dot h$ to the thickening, a fraction $2Dh$ of the total. The same fraction follows from volume: growth strain in two lateral directions inserts a volume $2D\dot h\,h$ per unit area and time. Here $\dot h$ means the measured, total thickening rate. The condition $Dh\ll1$ allows this small fraction to be neglected when layers are later labelled by the thickness at which they formed.

## 4. Parabolic growth: a slowly falling stress

When diffusion through the scale controls growth, let

$$h^2=kt,\qquad \dot h=\frac{k}{2h}. \tag{11}$$

The driving rate now falls with time, so a constant steady stress cannot exist. If creep keeps pace with the falling rate, (8) and (11) give the quasi-steady stress

$$s_q=\left(\frac{Dk}{Ah}\right)^{1/n}\propto h^{-1/n}\propto t^{-1/(2n)}. \tag{12}$$

To find when this holds, use thickness as the clock. Dividing (7) by $\dot h$, and using $1/\dot h=2h/k$ in the creep term, gives

$$\frac{ds}{dh}=M\left[D-\frac{A}{k}h\,s^n\right]. \tag{13}$$

Introduce $x=h/h_*$ and $y=s/s_*$; from here on, $x$ and $y$ denote these scaled quantities. Equation (13) becomes

$$\frac{s_*}{h_*}\frac{dy}{dx}=MD-\frac{MA}{k}h_*s_*^n\,x\,y^n .$$

All coefficients become one if $s_*=MDh_*$ and $(A/k)h_*s_*^n=D$. Eliminating $s_*$ gives

$$h_*=\left(\frac{kD^{1-n}}{AM^n}\right)^{1/(n+1)},\qquad \frac{dy}{dx}=1-xy^n. \tag{14}$$

In these variables (12) reads $y_q=x^{-1/n}$.

First follow the oldest layer, which starts with $y(0)=0$. At small $x$ creep is negligible and $y\approx x$. Putting this into the creep term gives the first correction,

$$y\approx x-\frac{x^{n+2}}{n+2}. \tag{15}$$

In physical units the first term is $s\approx MDh$: the whole growth strain is stored elastically.

The rise must end. If $y$ increased for ever, $xy^n$ would eventually exceed one, and (14) would make $dy/dx$ negative, a contradiction. At a stationary point $xy^n=1$, so the point lies on the quasi-steady curve. Differentiating (14) there gives $y''=-y^n<0$. Every stationary point is thus a maximum, and there can be only one, since two maxima would need a minimum between them. Beyond it $dy/dx<0$, hence $xy^n>1$ and $y>y_q$: the oldest layer lags behind the falling quasi-steady stress.

The size of the lag follows from $y=y_q(1+\Delta)$ with small $\Delta$. Then $xy^n=(1+\Delta)^n\approx1+n\Delta$. To leading order the slope is that of $y_q$, namely $-(1/n)x^{-1-1/n}$. Equation (14) gives

$$-\frac1n x^{-1-1/n}=-n\Delta,\qquad \Delta=\frac{\epsilon}{n^2},\qquad \epsilon=x^{-1-1/n}=\frac{y_q}{x}=\frac{s_q/M}{Dh}. \tag{16}$$

The small parameter $\epsilon$ is the elastic strain at the quasi-steady stress divided by the accumulated growth strain. Equation (12) holds when the scale has generated much more lateral strain than it can store elastically.

For linear creep, $n=1$, multiplying (14) by $e^{x^2/2}$ makes it integrable:

$$y=e^{-x^2/2}\int_0^x e^{u^2/2}\,du=\sqrt2\,F\!\left(\frac{x}{\sqrt2}\right), \tag{17}$$

where $F(v)=e^{-v^2}\int_0^v e^{w^2}dw$ is the Dawson function.

## 5. New layers and the mean stress

The scale is not one piece of material loaded from the beginning. Suppose oxide added at a surface is free of stress when it forms. Label each layer by the scaled scale thickness $g$ at its birth. The plate fixes the lateral strain of every layer separately, so each obeys (14), with its own starting condition:

$$\frac{\partial y(x;g)}{\partial x}=1-xy^n,\qquad y(g;g)=0,\qquad \bar y(x)=\frac1x\int_0^x y(x;g)\,dg. \tag{18}$$

At small $x$ a layer carries $y\approx x-g$, and the mean is $\bar y\approx x/2$, half the stress of the oldest layer.

At large $x$ most layers have reached the stress described by (16), but the youngest are still loading. Let $\xi=x-g$ be the thickness added since a layer formed. Loading takes a thickness of order $y_q$, which is a fraction of order $\epsilon$ of $x$. To leading order $x$ is therefore constant during loading, and $x=y_q^{-n}$ turns (14) into

$$\frac{dy}{d\xi}=1-\left(\frac{y}{y_q}\right)^n. \tag{19}$$

The stress missing from the young layers, integrated over their thickness, is found by changing the variable from $\xi$ to $u=y/y_q$:

$$\int(y_q-y)\,d\xi=\int_0^{y_q}\frac{y_q-y}{1-(y/y_q)^n}\,dy=c_ny_q^2,\qquad c_n=\int_0^1\frac{1-u}{1-u^n}\,du. \tag{20}$$

Divided by $xy_q$, this is a relative loss $c_n\epsilon$. Adding the excess $\epsilon/n^2$ of the old layers gives

$$\bar s=s_q\left[1-\left(c_n-\frac1{n^2}\right)\epsilon+\dots\right]. \tag{21}$$

The first three constants are elementary. For $n=1$ the integrand is one, so $c_1=1$. For $n=2$ it is $1/(1+u)$, so $c_2=\ln2$. For $n=3$,

$$c_3=\int_0^1\frac{du}{1+u+u^2}=\frac{2}{\sqrt3}\left[\arctan\frac{2u+1}{\sqrt3}\right]_0^1=\frac{\pi}{3\sqrt3}.$$

For $n=1$ the two corrections in (21) cancel. The full mean confirms this. The solution of (18) is (17) with lower limit $g$; exchanging the order of integration gives

$$\bar y=\frac{e^{-x^2/2}}{x}\int_0^x u\,e^{u^2/2}\,du=\frac{1-e^{-x^2/2}}{x}. \tag{22}$$

Its departure from $y_q=1/x$ is exponentially small.

The same argument covers constant $\dot h$. Dividing (7) by $\dot h$ and using (8) gives $ds/dh=MD[1-(s/s_q)^n]$. The old layers now have no lag, because $s_q$ is constant. The young layers give

$$\bar s\approx s_q\left[1-c_n\frac{s_q}{MDh}\right]. \tag{23}$$

An individual layer approaches the steady stress exponentially in time, but the mean approaches it as $1/h$, because loading layers of fixed total thickness are always present.

## 6. Stored energy and loss of adhesion

The elastic energy per unit volume is $\tfrac12(\sigma_{xx}\varepsilon^e_{xx}+\sigma_{yy}\varepsilon^e_{yy})=s^2/M$. Per unit area the scale stores

$$W=\int_0^h\frac{s^2}{M}\,dz\approx\frac{hs_q^2}{M}=\frac1M\left(\frac{Dk}{A}\right)^{2/n}h^{1-2/n} \tag{24}$$

in the quasi-steady range of parabolic growth. To leading order, the energy falls with thickness for $n<2$, is level for $n=2$ and rises for $n>2$. The stress falls in all three cases. For constant $\dot h$, the stress settles, and $W$ becomes proportional to $h$ once the young layers are a small part of the scale.

Young layers correct this result as well. Replacing $y_q-y$ in (20) by $y_q^2-y^2$, and noting that the lag of old layers raises $y^2$ by the fraction $2\epsilon/n^2$, gives

$$W\approx\frac{hs_q^2}{M}\left[1-\left(e_n-\frac2{n^2}\right)\epsilon\right],\qquad e_n=\int_0^1\frac{1-u^2}{1-u^n}\,du. \tag{25}$$

Here $e_1=3/2$, $e_2=1$ and $e_3=\tfrac12\ln3+\pi/(6\sqrt3)\approx0.852$. The bracket lies below one for $n=2$ and $3$ and rises as $\epsilon$ falls, so the local energy exponent exceeds $1-2/n$. For $n=1$ the correction has the other sign. Integration of the layers between $x=20$ and $40$ gives exponents $-1.001$, $0.005$ and $0.344$ for $n=1,2,3$, beside the limits $-1$, $0$ and $1/3$.

The energy $W$ is what could be released if detachment removed all elastic strain. A detached scale that stays flat can remove only the uniform part of the strain. Since the mean of $s^2$ equals $\bar s^2$ plus the variance of $s$, it releases $h\bar s^2/M$ and keeps the rest. Whether the scale does detach also depends on interface toughness, flaws and the mode of failure, none of which (24) supplies. It does show that the energy stored by growth can rise while the growth stress falls. Cooling can add much more: in a 2 µm scale with the modulus of Section 7, an elastic thermal mismatch strain $\varepsilon_T=0.35\%$ alone would store $Mh\varepsilon_T^2\approx11$ J/m², against about 0.18 J/m² from growth. Equation (24) therefore describes the energy stored at the growth temperature, not after cooling.

## 7. Worked example

Take round parameters for a model oxide: $E=350$ GPa, $\nu=0.25$, $n=3$, a creep rate of $10^{-9}\ \mathrm{s^{-1}}$ at 100 MPa, $D=2000\ \mathrm{m^{-1}}$ and $k=10^{-17}\ \mathrm{m^2\,s^{-1}}$. Then $M=350/0.75=466.7$ GPa and

$$A=\frac{10^{-9}}{(10^8)^3}=10^{-33}\ \mathrm{Pa^{-3}\,s^{-1}}.$$

At $h=2$ µm the growth time is $h^2/k=4.0\times10^5$ s, or 111 h. The thickening rate is $\dot h=10^{-17}/(4\times10^{-6})=2.5\times10^{-12}\ \mathrm{m\,s^{-1}}$, and the growth strain rate is $D\dot h=5.0\times10^{-9}\ \mathrm{s^{-1}}$. Equation (8) gives

$$s_q=\left(\frac{2\times5.0\times10^{-9}}{10^{-33}}\right)^{1/3}\mathrm{Pa}=215\ \mathrm{MPa}.$$

The relaxation time (9) is $3.1\times10^4$ s, well below the growth time. The elastic strain is $s_q/M=4.62\times10^{-4}$ and the growth strain is $Dh=4.0\times10^{-3}$, so $\epsilon=0.115$. The oldest layer should lie above $s_q$ by $\epsilon/9$, or 1.3%; integration gives 218.4 MPa. For the mean, (21) gives

$$\bar s\approx215.4\,[1-(0.6046-0.1111)(0.1154)]=203.2\ \mathrm{MPa},$$

against 202.8 MPa from integration over all layers. The young layers thus matter more here than the lag of the old ones. At steady stress throughout, the share of thickening from inserted oxide would be $2Dh=0.8\%$. The young layers creep more slowly, so creep supplies about 0.7% here. Letting the layers thicken accordingly raises the mean stress by only about 0.1 MPa, which supports the neglect.

The crossover scales are $h_*=0.396$ µm and $s_*=370$ MPa. The oldest layer peaks at $x=1.338$, that is at $h=0.53$ µm, with a compression of 335 MPa. The growth history is as follows.

| $h$ (µm) | $s_q$ (MPa) | oldest (MPa) | mean (MPa) | $W$ (J/m²) |
|---|---|---|---|---|
| 0.2 | 464 | 184 | 93 | 0.005 |
| 0.5 | 342 | 335 | 200 | 0.054 |
| 1.0 | 271 | 282 | 229 | 0.125 |
| 2.0 | 215 | 218 | 203 | 0.184 |
| 4.0 | 171 | 172 | 167 | 0.243 |

At 0.2 µm the scale is still nearly elastic: $MDh=187$ MPa is close to the stress of the oldest layer, and the mean is about half of it. Here (12) overestimates the mean fivefold. At 0.5 µm the oldest layer is close to $s_q$, but the mean is not, since much of the scale is young. Between 1 and 4 µm the mean stress falls from 229 to 167 MPa, while the stored energy nearly doubles. This is the behaviour expected for $n>2$, strengthened at these thicknesses by the maturing of young layers.

## 8. When the result fails

The rigid-plate assumption can be checked by force balance. For a plate of thickness $H$ oxidised on both faces, its tension is $2h\bar s/H$. With $H=2$ mm and the 2 µm scale above, this is 0.41 MPa. The stress is small, but a hot metal may creep even under a small stress. If the plate extends laterally at a steady rate $r$, the right side of (3) becomes $r$, and (8) changes to

$$s_q=\left[\frac{2(D\dot h-r)}{A}\right]^{1/n},\qquad 0\le r<D\dot h. \tag{26}$$

In the example, (8) therefore requires $r\ll5\times10^{-9}\ \mathrm{s^{-1}}$. A plate that yields readily lowers the growth stress.

Changes of temperature or grain size make $A$ depend on time. Equation (8) can then be used with the current $A$ and $\dot h$ only if $s_q$ itself changes little during $\tau$. Since $s_q$ depends only on the ratio $\dot h/A$, each of the two may change quickly, provided they change nearly in proportion. If the temperature drifts, the strain rate from the thermal mismatch between scale and plate must also be much smaller than $D\dot h$. After a sudden temperature change, (7) must be integrated, with thermal strain added to (3). Cracking, buckling or interface sliding breaks the lateral constraint itself, and the uniform balance no longer applies near the damage. Finally, if internal oxide formation is concentrated in part of the scale, $D$ varies with depth. The stress then varies with depth as well. A layer follows the quasi-steady stress set by its current $D$ only if that $D$ changes little while the layer relaxes. In a layer where oxide no longer forms, creep lowers the earlier stress, but for $n>1$ the decay is a power law, not an exponential: (7) with $D=0$ gives a late decay as $t^{-1/(n-1)}$, where $t$ is the time since formation stopped.

## Calculated quantities

```
Young's modulus E = 350 GPa, Poisson ratio = 0.25
biaxial modulus M = 466.7 GPa
creep exponent n = 3
creep rate 1.0e-09 1/s at 100 MPa
creep constant A = 1.000e-33 Pa^-3 s^-1
growth strain constant D = 2000 1/m
parabolic constant k = 1.0e-17 m^2/s
thickness h = 2.0 um
growth time = 4.000e+05 s = 111.1 h
thickening rate = 2.500e-12 m/s
lateral growth strain rate = 5.000e-09 1/s
quasi-steady compression s_q = 215.4 MPa
elastic strain s_q/M = 4.617e-04
accumulated growth strain D*h = 4.000e-03
strain ratio eps = 0.1154
share of thickening from inserted oxide = 0.0080
relaxation time, equal stresses = 3.078e+04 s
relaxation time, stress difference = 5.130e+04 s
ramp constant c_n = 0.6046 (n = 3)
ramp constant c_2 = 0.6931
oldest-layer compression = 218.4 MPa
oldest layer, first order = 218.2 MPa
mean compression, all layers = 202.8 MPa
mean compression, first order = 203.2 MPa
stored energy, s_q throughout = 0.1989 J/m^2
stored energy, all layers = 0.1838 J/m^2
plate thickness = 2.0 mm
plate tension = 0.406 MPa
crossover thickness h_star = 0.3960 um
crossover stress s_star = 369.6 MPa
peak: scaled x = 1.3381, y = 0.9075
oldest-layer peak at h = 0.530 um
oldest-layer peak compression = 335.4 MPa
energy exponent, n = 1: computed -1.001, limit -1.000
energy exponent, n = 2: computed 0.005, limit 0.000
energy exponent, n = 3: computed 0.344, limit 0.333
h (um) | s_q | oldest | mean (MPa) | stored energy (J/m^2)
0.2 | 464.2 | 184.3 | 92.8 | 0.0049
0.5 | 342.0 | 334.6 | 200.1 | 0.0537
1.0 | 271.4 | 281.5 | 229.3 | 0.1253
2.0 | 215.4 | 218.4 | 202.8 | 0.1838
4.0 | 171.0 | 171.9 | 167.1 | 0.2433
```
